# Thermal Sommerfeld factors for capture at attractive and repulsive Coulomb centres: test program

```python
"""
Thermally averaged Sommerfeld factor <s> for capture at a Coulomb centre.
Result under test (sign = +1 attractive, -1 repulsive):
  <s> = 1 + sign*2*sqrt(pi*beta) + 4*sum_n b_n*(1 - sqrt(pi*b_n)*exp(b_n)*erfc(sqrt(b_n)))
  beta = Z^2 Ry*/(kT),  b_n = beta/n^2,  Ry* = effective Rydberg.
Consequence: <s>_attractive - <s>_repulsive = 4*sqrt(pi*beta) at every T.
Effective atomic units: length a* = eps/m* bohr, energy m*/eps^2 hartree.
x = E/kT; s(k) = density at the centre relative to a plane wave.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erfcx, zeta

pi = np.pi


def sommerfeld(sign, w):
    """Contact factor, w = 2*pi*|Z|/k."""
    if sign > 0:
        return w / (-np.expm1(-w))
    return w * np.exp(-w) / (-np.expm1(-w))


def thermal_average(sign, beta, power=0):
    """Maxwell average of x**power * s, by quadrature in y = sqrt(x)."""
    def integrand(y):
        w = 2 * pi * np.sqrt(beta) / y
        return y**(2 + 2 * power) * np.exp(-y * y) * sommerfeld(sign, w)
    value = quad(integrand, 0, 12, epsabs=0, epsrel=1e-10, limit=400)[0]
    return 4 / np.sqrt(pi) * value


def series_average(sign, beta, terms=20000):
    n = np.arange(1, terms + 1)
    b = beta / n**2
    total = 4 * np.sum(b * (1 - np.sqrt(pi * b) * erfcx(np.sqrt(b))))
    tail = 4 * beta / (terms + 0.5)
    return 1 + sign * 2 * np.sqrt(pi * beta) + total + tail


def saddle_energy(beta):
    return (pi**2 * beta)**(1 / 3)


def repulsive_limit(beta):
    x0 = saddle_energy(beta)
    return 8 / np.sqrt(3) * x0**2 * np.exp(-3 * x0) * (1 + 5 / (36 * x0))


def temperature_exponent(sign, beta, h=1e-3):
    up = thermal_average(sign, beta * np.exp(-h))
    down = thermal_average(sign, beta * np.exp(h))
    return np.log(up / down) / (2 * h)


def integrate_radial(Z, k, r_end):
    """Regular s wave with u'(0) = 1; third component is the integral of u^2."""
    r0 = 1e-6
    start = [r0 - Z * r0**2, 1 - 2 * Z * r0, r0**3 / 3]
    def rhs(r, f):
        return [f[1], -(k * k + 2 * Z / r) * f[0], f[0]**2]
    sol = solve_ivp(rhs, (r0, r_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-16)
    assert sol.success
    return sol.y[:, -1]


def numerical_contact_factor(Z, k, r_end=300.0):
    u, du, _ = integrate_radial(Z, k, r_end)
    p = np.sqrt(k * k + 2 * Z / r_end)
    dp = -Z / (r_end**2 * p)
    amplitude_sq = (p * u**2 + (du + dp * u / (2 * p))**2 / p) / k
    return 1 / (k * k * amplitude_sq)


def core_correction(Z, k, R):
    """Sphere-averaged enhancement divided by the contact factor."""
    coulomb = integrate_radial(Z, k, R)[2]
    free = (R / 2 - np.sin(2 * k * R) / (4 * k)) / k**2
    return coulomb / free


def thermal_density_at_origin(Z, kT, box=20.0, size=100):
    """sum_j |psi_j(0)|^2 exp(-E_j/kT), s waves, by diagonalization."""
    t, wt = np.polynomial.legendre.leggauss(size + 10)
    r, wr = box / 2 * (1 + t), box / 2 * wt
    P = np.polynomial.legendre.legvander(t, size + 1)
    n = np.arange(size)
    scale = 1 / np.sqrt(4 * n + 6)
    basis = (P[:, 2:] - P[:, :-2]) * scale
    slope = (2 * n + 3) * P[:, 1:-1] * scale * 2 / box
    overlap = basis.T @ (wr[:, None] * basis)
    H = 0.5 * slope.T @ (wr[:, None] * slope)
    H -= Z * basis.T @ ((wr / r)[:, None] * basis)
    E, C = eigh(H, overlap)
    slope0 = ((2 * n + 3) * (-1.0)**(n + 1) * scale * 2 / box) @ C
    return np.sum(slope0**2 * np.exp(-E / kT)) / (4 * pi)


# Contact factor against direct integration of the radial equation
print("Contact factor s(k), |Z|=1, k in 1/a*: integrated, formula")
for Z in (1, -1):
    for k in (0.5, 1.0):
        numeric = numerical_contact_factor(Z, k)
        formula = sommerfeld(Z, 2 * pi / k)
        assert abs(numeric / formula - 1) < 1e-5
        print(f"  Z={Z:+d} k={k:.1f}: {numeric:.6g}, {formula:.6g}")

# Whole thermal average against diagonalization, beta = 1
kT = 0.5
levels = np.arange(1, 20001)
bound = np.sum(np.exp(0.5 / (levels**2 * kT)) / (pi * levels**3.0))
free_density = thermal_density_at_origin(0, kT)
assert abs(free_density / (kT / (2 * pi))**1.5 - 1) < 1e-7
print("<s> at beta=1: diagonalization, series")
for Z in (1, -1):
    density = thermal_density_at_origin(Z, kT)
    if Z > 0:
        print(f"  attractive, bound share of density at centre: {bound/density:.4f}")
        density -= bound
    from_states = density / free_density
    from_series = series_average(Z, 1.0)
    assert abs(from_states - from_series) < 1e-5
    print(f"  Z={Z:+d}: {from_states:.5f}, {from_series:.5f}")

# Series and exact difference against quadrature
for beta in (0.01, 0.3, 1.0, 5.0):
    att, rep = thermal_average(1, beta), thermal_average(-1, beta)
    assert abs(att - series_average(1, beta)) < 1e-6
    assert abs(rep - series_average(-1, beta)) < 1e-6
    assert abs(att - rep - 4 * np.sqrt(pi * beta)) < 1e-7

# High-temperature expansion: the remainder must have the next coefficient
beta = 1e-3
print(f"High-temperature check at beta={beta}: <s>, remainder/beta^2")
for sign in (1, -1):
    exact = thermal_average(sign, beta)
    expansion = (1 + sign * 2 * np.sqrt(pi * beta) + 2 * pi**2 / 3 * beta
                 - 4 * np.sqrt(pi) * zeta(3) * beta**1.5)
    coefficient = (exact - expansion) / beta**2
    assert abs(coefficient - 8 * zeta(4)) < 0.3
    print(f"  sign={sign:+d}: {exact:.6f}, {coefficient:.3f}")
print(f"  limit of remainder/beta^2, 8*zeta(4): {8*zeta(4):.3f}")

# Low-temperature limits, saddle position and energy of captured carriers
beta = 50.0
x0 = saddle_energy(beta)
peak = minimize_scalar(
    lambda x: x + np.log(np.expm1(2 * pi * np.sqrt(beta / x))),
    bounds=(0.5, 30), method="bounded", options={"xatol": 1e-8}).x
assert abs(peak / x0 - 1) < 1e-4
rep = thermal_average(-1, beta)
assert abs(repulsive_limit(beta) / rep - 1) < 5e-4
assert abs(thermal_average(1, beta) / (4 * np.sqrt(pi * beta)) - 1) < 1e-7
mean_rep = thermal_average(-1, beta, 1) / rep
mean_att = thermal_average(1, beta, 1) / thermal_average(1, beta)
assert abs(mean_rep - (x0 + 5 / 6)) < 0.01
assert abs(mean_att - 1) < 1e-5
print(f"Low-temperature check at beta={beta:.0f}:")
print(f"  peak of repulsive integrand {peak:.4f} kT, saddle {x0:.4f} kT")
print(f"  repulsive <s> {rep:.5e}, saddle formula {repulsive_limit(beta):.5e}")
print(f"  mean captured energy: att {mean_att:.4f} kT, rep {mean_rep:.4f} kT")

# First-order effect of a finite core
for Z in (1, -1):
    R = 0.01
    assert abs((core_correction(Z, 1.0, R) - 1) / R + 1.5 * Z) < 0.02

# Worked example with round model parameters
mass, eps = 0.3, 12.0
hartree_meV = 1e3 * const.physical_constants["Hartree energy in eV"][0]
kB_meV = 1e3 * const.k / const.e
rydberg = hartree_meV * mass / (2 * eps**2)
a_star = eps / mass
print(f"Model: m*={mass}, eps={eps:.0f}, a*={a_star:.1f} bohr, Ry*={rydberg:.3f} meV")
print("T/K, beta, <s>att, 4sqrt(pi beta), <s>rep, saddle formula, att/rep")
for T in (100, 200, 300, 400, 600):
    beta = rydberg / (kB_meV * T)
    att, rep = thermal_average(1, beta), thermal_average(-1, beta)
    print(f"  {T} {beta:.4f} {att:.4f} {4*np.sqrt(pi*beta):.4f} "
          f"{rep:.4e} {repulsive_limit(beta):.4e} {att/rep:.4g}")

T = 300
beta = rydberg / (kB_meV * T)
x0 = saddle_energy(beta)
print(f"At {T} K: kT={kB_meV*T:.3f} meV, saddle x0={x0:.4f}")
for sign, name in ((1, "attractive"), (-1, "repulsive")):
    exponent = temperature_exponent(sign, beta)
    mean = thermal_average(sign, beta, 1) / thermal_average(sign, beta)
    assert abs(mean - 1.5 - exponent) < 1e-4
    print(f"  {name}: dln<s>/dlnT={exponent:.4f}, mean captured E={mean:.4f} kT")
att2, rep2 = thermal_average(1, 4 * beta), thermal_average(-1, 4 * beta)
print(f"  |Z|=2: <s>att={att2:.4f}, <s>rep={rep2:.4e}, ratio={att2/rep2:.4g}")

core_radius = 4.0
R = core_radius / a_star
print(f"Core radius {core_radius:.0f} bohr = {R:.3f} a*: factor on s, first order")
for Z, energy in ((1, 1.0), (-1, x0)):
    k = np.sqrt(energy / beta)
    factor = core_correction(Z, k, R)
    print(f"  Z={Z:+d}, E={energy:.3f} kT, k={k:.3f}/a*: "
          f"{factor:.4f}, {1-1.5*Z*R:.4f}")

print("no test failed")
```

It prints:

```
Contact factor s(k), |Z|=1, k in 1/a*: integrated, formula
  Z=+1 k=0.5: 12.5664, 12.5664
  Z=+1 k=1.0: 6.29494, 6.29494
  Z=-1 k=0.5: 4.38234e-05, 4.38234e-05
  Z=-1 k=1.0: 0.0117554, 0.0117554
<s> at beta=1: diagonalization, series
  attractive, bound share of density at centre: 0.8549
  Z=+1: 7.12710, 7.12710
  Z=-1: 0.03728, 0.03728
High-temperature check at beta=0.001: <s>, remainder/beta^2
  sign=+1: 1.118418, 8.431
  sign=-1: 0.894219, 8.431
  limit of remainder/beta^2, 8*zeta(4): 8.659
Low-temperature check at beta=50:
  peak of repulsive integrand 7.9024 kT, saddle 7.9024 kT
  repulsive <s> 1.48481e-08, saddle formula 1.48512e-08
  mean captured energy: att 1.0000 kT, rep 8.7413 kT
Model: m*=0.3, eps=12, a*=40.0 bohr, Ry*=28.345 meV
T/K, beta, <s>att, 4sqrt(pi beta), <s>rep, saddle formula, att/rep
  100 3.2893 12.8619 12.8584 3.4338e-03 3.4224e-03 3746
  200 1.6447 9.1082 9.0923 1.5896e-02 1.5696e-02 573
  300 1.0964 7.4561 7.4238 3.2275e-02 3.1527e-02 231
  400 0.8223 6.4789 6.4292 4.9705e-02 4.8026e-02 130.3
  600 0.5482 5.3332 5.2494 8.3799e-02 7.9274e-02 63.64
At 300 K: kT=25.852 meV, saddle x0=2.2119
  attractive: dln<s>/dlnT=-0.4909, mean captured E=1.0091 kT
  repulsive: dln<s>/dlnT=1.5977, mean captured E=3.0977 kT
  |Z|=2: <s>att=14.8492, <s>rep=1.5789e-03, ratio=9405
Core radius 4 bohr = 0.100 a*: factor on s, first order
  Z=+1, E=1.000 kT, k=0.955/a*: 0.8596, 0.8500
  Z=-1, E=2.212 kT, k=1.420/a*: 1.1605, 1.1500
no test failed
```
